# Breit correction to the thallium 6p fine structure in Dirac-Fock theory: test program

```python
"""Thallium 6p fine structure: Dirac-Fock (V^{N-1}) with and without Breit.
Radial code in units E_h = m e^4/hbar^2, a0 = hbar^2/(m e^2).
Tests: r12 Legendre expansion, Slater integral 5/8, Dirac 2p3/2 level,
Coulomb/Gaunt/Breit energies against pyscf analytic integrals (s,p,d,f filled),
6j reduction against explicit m sums, stationarity, basis/grid stability."""
import numpy as np
from math import factorial, sqrt, log, ceil, pi
from functools import lru_cache
from numpy.lib.stride_tricks import sliding_window_view
from scipy.linalg import solve_triangular
from scipy.special import erf, eval_legendre
from scipy.constants import alpha, physical_constants as pc

C = 1/alpha
CM = pc['hartree-inverse meter relationship'][0]/100
A0 = pc['Bohr radius'][0]
f2 = lambda n: factorial(n//2)            # angular momenta are passed doubled
tri = lambda a, b, c: abs(a-b) <= c <= a+b and (a+b+c) % 2 == 0
dlt = lambda a, b, c: f2(a+b-c)*f2(a-b+c)*f2(b+c-a)/f2(a+b+c+2)
tj = lambda k: 2*abs(k)-1
ell = lambda k: k if k > 0 else -k-1

@lru_cache(None)
def w3j(a, b, c, x, y, z):
    if x+y+z or not tri(a, b, c) or abs(x) > a or abs(y) > b or abs(z) > c:
        return 0.0
    s = 0.0
    for t in range(0, a+b+1, 2):
        g = (t, c-b+t+x, c-a+t-y, a+b-c-t, a-t-x, b-t+y)
        if min(g) >= 0:
            s += (-1)**(t//2)/np.prod([float(f2(u)) for u in g])
    p = f2(a+x)*f2(a-x)*f2(b+y)*f2(b-y)*f2(c+z)*f2(c-z)
    return (-1)**((a-b-z)//2)*sqrt(dlt(a, b, c)*p)*s

@lru_cache(None)
def w6j(a, b, c, d, e, f):
    T = ((a, b, c), (a, e, f), (d, b, f), (d, e, c))
    if not all(tri(*u) for u in T):
        return 0.0
    lo = [sum(u) for u in T]
    hi = [a+b+d+e, b+c+e+f, a+c+d+f]
    s = sum((-1)**(t//2)*f2(t+2)/np.prod([float(f2(t-u)) for u in lo] +
            [float(f2(u-t)) for u in hi]) for t in range(max(lo), min(hi)+1, 2))
    return s*sqrt(np.prod([dlt(*u) for u in T]))

@lru_cache(None)
def ks(a, b):   # Coulomb multipoles allowed between kappa a and b
    return frozenset(k for k in range(abs(tj(a)-tj(b))//2, (tj(a)+tj(b))//2+1)
                     if (ell(a)+ell(b)+k) % 2 == 0)

@lru_cache(None)
def red(a, k, b):   # <a||C^k||b>
    return (-1)**abs(a)*2*sqrt(abs(a*b))*w3j(tj(a), 2*k, tj(b), 1, 0, -1)

class Atom:
    def __init__(s, Z, occ, exps, h=0.06, c=C, rn=None):
        s.occ, s.exps, s.c, s.B, s.K = occ, exps, c, {}, {}
        s.r = r = np.exp(np.arange(log(3e-8), log(60.), h))
        s.N, s.sq, s.w = len(r), np.sqrt(r), h*r
        s.V = -Z/r*(1.0 if rn is None else erf(sqrt(1.5)*r/rn))
        # sinc-exact weights of theta(t) exp(-(L+1/2) t), t = x2 - x1
        g, gw = np.polynomial.legendre.leggauss(16)
        th = ((np.arange(200)[:, None]+(g+1)/2)*pi/200).ravel()
        wt = np.tile(gw, 200)*pi/400*h*h/pi
        arg = np.outer(np.arange(s.N), th)
        co, si = np.cos(arg), np.sin(arg)
        s.E = []
        for L in range(11):
            a = (L+.5)*h
            ev, od = co@(wt*a/(a*a+th*th)), si@(wt*th/(a*a+th*th))
            s.E.append(np.concatenate([(ev-od)[:0:-1], ev+od]))
        s.S = [e+e[::-1] for e in s.E]
        phi = 1/(1+0.53625*r*Z**(1/3)/0.8853)**2     # screened starting guess
        scr = s.w*s.V*((1+(Z-1)*phi)/Z-1)
        F = {}
        for k in occ:
            GP, GQ, h1 = s.bas(k)
            n = len(GP)
            F[k] = h1.copy()
            F[k][:n, :n] += (GP*scr)@GP.T
            F[k][n:, n:] += (GQ*scr)@GQ.T
        s.occupy(F)

    def toep(s, v):
        return sliding_window_view(v, s.N)[::-1]

    def bas(s, k):   # orthonormal large/small sets (kinetic balance), one-body matrix
        if k not in s.B:
            l, r, a = ell(k), s.r, np.asarray(s.exps(ell(k)))[:, None]
            e = np.exp(-a*r*r)
            P, Q = r**(l+1)*e, ((l+1+k)*r**l-2*a*r**(l+2))*e
            def orth(A, *Y):
                nr = np.sqrt((A*A)@s.w)[:, None]
                R = np.linalg.qr((A/nr*np.sqrt(s.w)).T, mode='r')
                return [solve_triangular(R, y/nr, trans='T') for y in Y]
            GP, DP = orth(P, P, Q)
            GQ, = orth(Q, Q)
            o = s.c*(GQ*s.w)@DP.T
            h1 = np.block([[(GP*s.w*s.V)@GP.T, o.T],
                           [o, (GQ*s.w*s.V)@GQ.T-2*s.c**2*np.eye(len(GQ))]])
            s.B[k] = GP, GQ, h1
        return s.B[k]

    def kern(s, a, b, mode):   # exchange kernels: C Coulomb, G Gaunt, B Breit
        if (a, b, mode) in s.K:
            return s.K[a, b, mode]
        out = np.zeros((3, 2*s.N-1))
        d = a-b
        for J in range(abs(tj(a)-tj(b))//2, (tj(a)+tj(b))//2+1):
            w = 2*abs(b)*w3j(tj(a), 2*J, tj(b), 1, 0, -1)**2
            even = J in ks(a, b)
            if mode == 'C':
                if even:
                    out -= w*s.S[J]
                continue
            if not even:
                if J > 0:
                    out += w*(a+b)**2/(J*(J+1))*s.S[J]
                continue
            am, bm, ap, bp = d-J, d+J, d+J+1, d-J-1   # u = a P Q_b + b Q P_b
            cp = 1/((J+1)*(2*J+3))*(1 if mode == 'G' else J/(2*J+1))
            out += w*cp*np.outer([ap*ap, ap*bp, bp*bp], s.S[J+1])
            if J > 0:
                cm = 1/(J*(2*J-1))*(1 if mode == 'G' else (J+1)/(2*J+1))
                out += w*cm*np.outer([am*am, am*bm, bm*bm], s.S[J-1])
                if mode == 'B':
                    T = w/(2*(2*J+1))*(s.E[J+1]-s.E[J-1])
                    out += np.outer([am*ap, am*bp, bm*bp], T)
                    out += np.outer([am*ap, ap*bm, bm*bp], T[::-1])
        s.K[a, b, mode] = out
        return out

    def occupy(s, F):
        s.cf = {k: np.linalg.eigh(F[k])[1][:, len(F[k])//2:len(F[k])//2+s.occ[k]]
                for k in s.occ}

    def density(s):
        s.D, rho = {}, 0
        for k, cf in s.cf.items():
            GP, GQ, _ = s.bas(k)
            P, Q = cf[:len(GP)].T@GP*s.sq, cf[len(GP):].T@GQ*s.sq
            s.D[k] = P.T@P, P.T@Q, Q.T@P, Q.T@Q
            rho = rho+2*abs(k)*(P*P+Q*Q).sum(0)/s.sq
        s.vd = s.sq*(s.toep(s.S[0])@rho)

    def G(s, a, modes):   # two-electron part of the Fock matrix
        X = np.zeros((3, s.N, s.N))
        for m in modes:
            for b, D in s.D.items():
                K = s.kern(a, b, m)
                for i, j in enumerate((0, 1, 3) if m == 'C' else (3, 2, 0)):
                    X[i] += s.toep(K[i])*D[j]
        if 'C' in modes:
            i = np.arange(s.N)
            X[0, i, i] += s.vd
            X[2, i, i] += s.vd
        GP, GQ, _ = s.bas(a)
        o = GP@X[1]@GQ.T
        return np.block([[GP@X[0]@GP.T, o], [o.T, GQ@X[2]@GQ.T]])

    def half_trace(s, M):
        return sum(abs(k)*np.sum(s.cf[k]*(M[k]@s.cf[k])) for k in s.occ)

    def scf(s, modes):
        hist = []
        for it in range(80):
            s.density()
            F = {k: s.bas(k)[2]+s.G(k, modes) for k in s.occ}
            er = [F[k]@s.cf[k]@s.cf[k].T for k in s.occ]
            er = np.concatenate([(u-u.T).ravel() for u in er])
            if abs(er).max() < 3e-7:
                E = s.half_trace({k: F[k]+s.bas(k)[2] for k in s.occ})
                return E, {k: np.linalg.eigh(F[k]) for k in s.occ}
            hist = hist[-6:]+[(F, er)]
            Em = np.array([u[1] for u in hist])
            Bm = Em@Em.T
            d = np.sqrt(np.diag(Bm))
            cf = np.linalg.lstsq(Bm/np.outer(d, d), 1/d, rcond=1e-12)[0]/d
            cf /= cf.sum()
            s.occupy({k: sum(x*u[0][k] for x, u in zip(cf, hist)) for k in s.occ})
        raise RuntimeError("SCF not converged")

    def first_order(s, m):
        return s.half_trace({k: s.G(k, m) for k in s.occ})

def ggt(i, j, k, l, Rd, Rx):   # sum over all m of g_ijkl (g_ijkl - g_ijlk)
    Y = {q: (-1)**q*red(i, q, l)*red(j, q, k)*R for q, R in Rx.items()}
    tot = 0
    for p, R in Rd.items():
        X = (-1)**p*red(i, p, k)*red(j, p, l)*R
        tot = tot+X*(X/(2*p+1)+sum(w6j(tj(j), tj(l), 2*p, tj(i), tj(k), 2*q)*y
                                   for q, y in Y.items()))
    return tot

def second_order(at, spec, kv):   # returns contributions sorted by highest virtual l
    core, virt = [], {}
    for k, (e, cf) in spec.items():
        GP, GQ, _ = at.bas(k)
        n, no = len(GP), at.occ.get(k, 0)
        e, P, Q = e[n:], cf[:n, n:].T@GP, cf[n:, n:].T@GQ
        core += [(k, e[i], P[i], Q[i]) for i in range(max(3-ell(k), 0), no)]
        m = (np.arange(n) >= no) & (e < 500)
        virt[k] = e[m], P[m], Q[m]
    W = [np.ascontiguousarray(at.toep(v)) for v in at.S]
    ev, Pv, Qv = (u[0] for u in virt[kv])
    Yv = {(k, p): ((P*Pv+Q*Qv)*at.sq)@W[p]
          for k, (e, P, Q) in virt.items() for p in ks(k, kv)}
    Yc = [{p: ((P*Pv+Q*Qv)*at.sq)@W[p] for p in ks(kv, k)} for k, e, P, Q in core]
    ra = [{k: (P*a[2]+Q*a[3])*at.sq for k, (e, P, Q) in virt.items()} for a in core]
    part = np.zeros(6)
    for ia, (ka, ea, _, _) in enumerate(core):
        for m in virt:
            for n in virt:
                Rd = {p: Yv[m, p]@ra[ia][n].T for p in ks(m, kv) & ks(n, ka)}
                if Rd:
                    Rx = {p: ra[ia][m]@Yv[n, p].T for p in ks(m, ka) & ks(n, kv)}
                    den = ev+ea-virt[m][0][:, None]-virt[n][0][None, :]
                    part[max(ell(m), ell(n))] += np.sum(ggt(m, n, kv, ka, Rd, Rx)/den)
            for ib, (kb, eb, _, _) in enumerate(core):
                Rd = {p: ra[ia][m]@Yc[ib][p] for p in ks(m, ka) & ks(kv, kb)}
                if Rd:
                    Rx = {p: ra[ib][m]@Yc[ia][p] for p in ks(m, kb) & ks(kv, ka)}
                    part[ell(m)] += np.sum(ggt(m, kv, ka, kb, Rd, Rx)/(virt[m][0]+ev-ea-eb))
    return part/(2*abs(kv))

# Test 1: Legendre coefficients of r12 by quadrature
mu, wm = np.polynomial.legendre.leggauss(60)
for J in range(6):
    num = (J+.5)*np.sum(wm*np.sqrt(.49+3.61-2*.7*1.9*mu)*eval_legendre(J, mu))
    assert abs(num-(.7**(J+2)/((2*J+3)*1.9**(J+1))-.7**J/((2*J-1)*1.9**(J-1)))) < 1e-12

# Test 2: 6j reduction against explicit spinor harmonics and m sums
def cmat(a, b, k):
    cg = lambda x, m, t: (sqrt((2*ell(x)+1+t*m)/(4*ell(x)+2)) if x < 0
                          else -t*sqrt((2*ell(x)+1-t*m)/(4*ell(x)+2)))
    la, lb = 2*ell(a), 2*ell(b)
    return np.array([[sum(cg(a, x, t)*cg(b, y, t)*(-1)**((x-t)//2)*sqrt((la+1)*(lb+1))
                          * w3j(la, 2*k, lb, 0, 0, 0)*w3j(la, 2*k, lb, t-x, x-y, y-t)
                          for t in (1, -1)) for y in range(-tj(b), tj(b)+1, 2)]
                     for x in range(-tj(a), tj(a)+1, 2)])
def gfull(i, j, k, l, R):
    mi, mj, mk, ml = np.ix_(*[np.arange(-tj(x), tj(x)+1, 2) for x in (i, j, k, l)])
    ph = (mi+mj == mk+ml)*(-1.0)**((mi-mk)//2)
    return ph*sum(R[p]*np.einsum('ik,jl->ijkl', cmat(i, k, p), cmat(j, l, p)) for p in range(7))
rng = np.random.default_rng(1)
for i, j, k, l in ((2, -3, 1, -2), (-4, 3, -2, 1), (-5, -2, -2, -3), (1, 2, -2, -1)):
    R1, R2 = rng.normal(size=7), rng.normal(size=7)
    g, gx = gfull(i, j, k, l, R1), gfull(i, j, l, k, R2).transpose(0, 1, 3, 2)
    ref = ggt(i, j, k, l, {p: R1[p] for p in ks(i, k) & ks(j, l)},
              {p: R2[p] for p in ks(i, l) & ks(j, k)})
    assert abs(ref) > 1e-6 and abs(np.sum(g*(g-gx))-ref) < 1e-11

# Test 3: model ion Z=50, 34 electrons fill 2s1p1d1f Gaussians; pyscf analytic integrals
from pyscf import gto, scf, lib
scf.hf.MUTE_CHKFILE = True
ex = {0: [60., 2000.], 1: [150.], 2: [40.], 3: [15.]}
mol = gto.M(atom='Sn 0 0 0', charge=16, verbose=0,
            basis={'Sn': [[l, [a, 1.]] for l in ex for a in ex[l]]})
n2c = mol.nao_2c()
assert n2c == mol.nelectron == 34
def fill_positive(mo_energy=None, mo_coeff=None):
    # no empty positive-energy level exists, so the occupation is set explicitly
    return np.concatenate([np.zeros(n2c), np.ones(n2c)])
mf = scf.DHF(mol)
mf.chkfile, mf.conv_tol, mf.get_occ = None, 1e-9, fill_positive
e_ref = mf.kernel(mf.init_guess_by_1e())
assert mf.converged
dm = mf.make_rdm1()
e0 = mf.energy_tot(dm)
ion = Atom(50, {-1: 2, 1: 1, -2: 1, 2: 1, -3: 1, 3: 1, -4: 1}, ex.get, c=lib.param.LIGHT_SPEED)
e_ion = ion.scf('C')[0]
print(f"model ion DF energy: radial {e_ion:.6f}, pyscf {e_ref:.6f} Eh")
assert abs(e_ion-e_ref) < 1e-5
for m, name in (('G', 'Gaunt'), ('B', 'Breit')):
    mb = scf.DHF(mol)
    mb.chkfile, mb.with_gaunt, mb.with_breit = None, True, m == 'B'
    ref, mine = np.real(mb.energy_tot(dm)-e0), ion.first_order(m)
    print(f"model ion {name} energy: radial {mine:.7f}, pyscf {ref:.7f} Eh")
    assert abs(mine-ref) < 1e-6*abs(ref)

# Worked example: thallium
Z, RN, MEAS = 81, 5.5, 7.8e3
OCC = {-1: 6, 1: 4, -2: 4, 2: 3, -3: 3, 3: 1, -4: 1}
TOP = [5e8, 5e8, 1e6, 2e4, 1e3, 1e3]
temper = lambda a, b: (lambda l: a*b**np.arange(ceil(log(TOP[l]/a)/log(b))))
val = lambda sp, k: (sp[k][0][len(sp[k][0])//2+4], sp[k][1][:, len(sp[k][0])//2+4])
tl = Atom(Z, OCC, temper(0.008, 1.8), rn=RN*1e-15/A0)
rho = 4*tl.r**2*np.exp(-2*tl.r)*tl.sq
assert abs(rho@tl.toep(tl.S[0])@rho-0.625) < 1e-10          # Test 4
hh = tl.bas(-2)[2]
e2p, ex2p = np.linalg.eigvalsh(hh)[len(hh)//2], C*C*(sqrt(4-(Z/C)**2)/2-1)
assert abs(e2p/ex2p-1) < 1e-5                               # Test 5
print(f"hydrogenic 2p3/2, Z=81: basis {e2p:.4f}, Dirac {ex2p:.4f} Eh")
E_df, sp = tl.scf('C')
KV = (1, -2)
e_df = np.array([val(sp, k)[0] for k in KV])*CM
fro = {m: np.array([val(sp, k)[1]@tl.G(k, m)@val(sp, k)[1] for k in KV])*CM for m in 'GB'}
EB1 = tl.first_order('B')
full = dict(sp)
for k in (4, -5, 5, -6):
    full[k] = np.linalg.eigh(tl.bas(k)[2]+tl.G(k, 'C'))
e2 = np.array([second_order(tl, full, k) for k in KV])*CM
E_dfb, spb = tl.scf('CB')
e_dfb = np.array([val(spb, k)[0] for k in KV])*CM
assert abs(E_dfb-E_df-EB1) < 0.01*EB1                       # Test 6: stationarity
t2 = Atom(Z, OCC, temper(0.006, 2.0), h=0.075, rn=RN*1e-15/A0)
alt = []
for m in ('C', 'CB'):
    u = t2.scf(m)[1]
    alt.append((val(u, -2)[0]-val(u, 1)[0])*CM)
df = lambda v: v[1]-v[0]
D0, D1 = df(e_df), df(e_dfb)
assert abs(alt[0]-D0) < 5 and abs(alt[1]-alt[0]-(D1-D0)) < 1   # Test 7

print(f"1/alpha = {C:.6f}; a0 = {A0*100:.6e} cm")
print(f"Eh = {pc['Hartree energy'][0]*1e7:.6e} erg = {CM:.2f} cm^-1")
print(f"input Z = {Z}, rms radius {RN} fm = {RN*1e-15/A0:.4e} a0, alpha*Z = {Z/C:.4f}")
print("input basis ratio 1.8 from 0.008 a0^-2; log step 0.06;", tl.N, "points")
print("functions for l=0..5:", [len(tl.exps(l)) for l in range(6)])
print(f"Tl+ DF total energy {E_df:.3f} Eh; DFB {E_dfb:.3f} Eh")
print(f"Tl+ Breit energy: first order {EB1:.4f}, self-consistent {E_dfb-E_df:.4f} Eh")
print(f"DF 6s energy {sp[-1][0][len(sp[-1][0])//2+5]:.5f} Eh")
print(f"DF 6p1/2, 6p3/2: {e_df[0]/CM:.6f}, {e_df[1]/CM:.6f} Eh")
for k, nm in zip(KV, ('6p1/2', '6p3/2')):
    v = val(sp, k)[1]
    print(f"small-component norm {nm}: {np.sum(v[len(v)//2:]**2):.3e}")
rows = (("DF energy", e_df), ("frozen Gaunt shift", fro['G']), ("frozen Breit shift", fro['B']),
        ("core relaxation part", e_dfb-e_df-fro['B']), ("self-consistent Breit shift", e_dfb-e_df),
        ("DFB energy", e_dfb), ("second order l<=4", e2[:, :5].sum(1)),
        ("second order l<=5", e2.sum(1)))
print("rows: 6p1/2, 6p3/2, difference (cm^-1)")
for nm, v in rows:
    print(f"{nm}: {v[0]:.1f}, {v[1]:.1f}, {df(v):.1f}")
pf, ps, rem, c2 = -df(fro['B'])/D0*100, -(D1-D0)/D0*100, MEAS-D1, df(e2.sum(1))
print(f"splitting DF {D0:.1f}, DF+frozen Breit {D0+df(fro['B']):.1f}, DFB {D1:.1f} cm^-1")
print(f"reduction: frozen Gaunt {-df(fro['G'])/D0*100:.2f} %, frozen Breit {pf:.2f} %")
print(f"reduction: self-consistent Breit {ps:.2f} %")
print(f"check basis (ratio 2.0, step 0.075): DF {alt[0]:.1f}, shift {alt[1]-alt[0]:.1f} cm^-1")
print(f"rough measured splitting (input) {MEAS:.1e} cm^-1")
print(f"remainder vs DF {MEAS-D0:.0f}, vs DFB {rem:.0f} cm^-1 = {rem/MEAS*100:.0f} % (rough)")
print(f"remainder/Breit: self-consistent {rem/(D0-D1):.1f}, frozen {-rem/df(fro['B']):.1f}")
print(f"second order/Breit (self-consistent) {c2/(D0-D1):.1f}; {c2/D0*100:.1f} % of DF")
print(f"DFB + second order splitting {D1+c2:.0f} cm^-1")
print(f"scale (alpha/pi)*splitting {alpha/pi*D0:.0f} cm^-1")
assert 0.3 < pf < 3 and 0.3 < ps < 3
assert rem > 3*(D0-D1) and c2 > 3*(D0-D1)
print("ALL CHECKS PASSED")
```

Running it gives:

```
model ion DF energy: radial -3982.655727, pyscf -3982.655727 Eh
model ion Gaunt energy: radial 6.9902135, pyscf 6.9902135 Eh
model ion Breit energy: radial 6.5672969, pyscf 6.5672969 Eh
hydrogenic 2p3/2, Z=81: basis -838.8612, Dirac -838.8612 Eh
1/alpha = 137.035999; a0 = 5.291772e-09 cm
Eh = 4.359745e-11 erg = 219474.63 cm^-1
input Z = 81, rms radius 5.5 fm = 1.0393e-04 a0, alpha*Z = 0.5911
input basis ratio 1.8 from 0.008 a0^-2; log step 0.06; 357 points
functions for l=0..5: [43, 43, 32, 26, 20, 20]
Tl+ DF total energy -20274.667 Eh; DFB -20251.007 Eh
Tl+ Breit energy: first order 23.6937, self-consistent 23.6598 Eh
DF 6s energy -0.68952 Eh
DF 6p1/2, 6p3/2: -0.199675, -0.166926 Eh
small-component norm 6p1/2: 3.484e-05
small-component norm 6p3/2: 2.494e-05
rows: 6p1/2, 6p3/2, difference (cm^-1)
DF energy: -43823.5, -36636.0, 7187.5
frozen Gaunt shift: 298.2, 163.2, -135.0
frozen Breit shift: 259.4, 134.6, -124.8
core relaxation part: -146.1, -100.9, 45.2
self-consistent Breit shift: 113.3, 33.7, -79.6
DFB energy: -43710.2, -36602.3, 7107.9
second order l<=4: -6996.4, -6223.5, 772.9
second order l<=5: -7358.4, -6482.6, 875.8
splitting DF 7187.5, DF+frozen Breit 7062.7, DFB 7107.9 cm^-1
reduction: frozen Gaunt 1.88 %, frozen Breit 1.74 %
reduction: self-consistent Breit 1.11 %
check basis (ratio 2.0, step 0.075): DF 7187.6, shift -79.6 cm^-1
rough measured splitting (input) 7.8e+03 cm^-1
remainder vs DF 612, vs DFB 692 cm^-1 = 9 % (rough)
remainder/Breit: self-consistent 8.7, frozen 5.5
second order/Breit (self-consistent) 11.0; 12.2 % of DF
DFB + second order splitting 7984 cm^-1
scale (alpha/pi)*splitting 17 cm^-1
ALL CHECKS PASSED
```
